**Neglected polarization energy of a frozen 1s² core**

The program tests the estimate \(\Delta W=-\alpha E^2/2\) with \(\alpha=9/Z_{\rm eff}^4\) and \(Z_{\rm eff}=Z-5/16\), in atomic units, where \(Z\) is the nuclear charge and \(E\) the field at the nucleus. It asserts the first-order 1s wavefunction symbolically, and the 1s and \(n=2\) polarizabilities by diagonalization in a weak field. The effective charge is compared with a numerical energy minimum. The fields at a cation in a point-charge rocksalt lattice, with cation–anion distance \(d=2.0\) Å, are compared with explicit sums over 46,655 ions. For Li⁺ the estimate gives 0.0256 Å³, against 0.0281 Å³ in Hartree–Fock, 0.0308 Å³ with PBE and 0.0285 Å³ in CCSD. The estimated neglected energy is \(-0.0115\) eV beside a missing anion and \(-1.3\times10^{-4}\) eV for an anion moved inward by 0.1 Å. Direct Hartree–Fock calculations with the actual point charges give \(-0.0133\) eV and \(-1.6\times10^{-4}\) eV.

## Program and output

```python
"""Neglected dipole polarization energy of a frozen 1s^2 core.

Result under test (atomic units): a 1s electron bound to charge Z has
polarizability 9/(2 Z^4); a frozen 1s^2 core in a field E therefore misses
the energy -alpha E^2/2 with alpha = 9/Zeff^4 and Zeff = Z - 5/16.
Example: Li+ in a rocksalt lattice of unit point charges (LiF model),
d = cation-anion distance, u = inward displacement of one anion.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.optimize import minimize_scalar
from scipy.special import eval_genlaguerre, gammaln
from pyscf import gto, scf, dft, cc

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10
FIELD_UNIT = HARTREE / BOHR          # V/angstrom per atomic unit of field

# --- first-order function of the 1s electron, checked symbolically ---
r, zs = sp.symbols("r Z", positive=True)
g = -(r / zs**2) * (1 + zs * r / 2) * sp.exp(-zs * r)
residual = (-(sp.diff(g, r, 2) + 2 * sp.diff(g, r) / r - 2 * g / r**2) / 2
            - zs * g / r + zs**2 * g / 2 + r * sp.exp(-zs * r))
assert sp.simplify(residual) == 0
integrand = sp.expand(sp.Rational(4, 3) * zs**3 * r**3 * g * sp.exp(-zs * r))
second_order = sp.integrate(integrand, (r, 0, sp.oo))
assert sp.simplify(second_order + sp.Rational(9, 4) / zs**4) == 0


# --- hydrogenic levels in a finite field, Laguerre basis ---
def stark_levels(charge, field, decay, m, nrad=14, lmax=3):
    x, w = np.polynomial.laguerre.laggauss(60)
    scale = 2 * decay
    ls = list(range(m, lmax + 1))
    ham = np.zeros((nrad * len(ls), nrad * len(ls)))
    functions = []
    for i, l in enumerate(ls):
        a = 2 * l + 2
        p, dp = [], []
        for k in range(nrad):
            norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + a + 1)))
            lag = eval_genlaguerre(k, a, x)
            dlag = -eval_genlaguerre(k - 1, a + 1, x) if k else 0 * x
            p.append(norm * x**(l + 1) * lag)
            dp.append(norm * ((l + 1) * x**l * lag
                              + x**(l + 1) * (dlag - lag / 2)))
        p, dp = np.array(p), np.array(dp)
        functions.append(p)
        block = 0.5 * scale**2 * (dp * w) @ dp.T
        block += 0.5 * scale**2 * l * (l + 1) * (p * w / x**2) @ p.T
        block -= charge * scale * (p * w / x) @ p.T
        s = slice(i * nrad, (i + 1) * nrad)
        ham[s, s] = block
        if i:
            angular = np.sqrt((l**2 - m**2) / ((2 * l - 1) * (2 * l + 1)))
            t = slice((i - 1) * nrad, i * nrad)
            coupling = field * angular * (functions[i - 1] * w * x) @ p.T / scale
            ham[t, s] = coupling
            ham[s, t] = coupling.T
    return np.linalg.eigvalsh(ham)


# --- effective charge: minimize the two-electron energy by quadrature ---
Z = 3
grid = np.linspace(1e-8, 16.0, 16001)


def pair_energy(zeta):
    orbital = 2 * zeta**1.5 * grid * np.exp(-zeta * grid)
    slope = 2 * zeta**1.5 * (1 - zeta * grid) * np.exp(-zeta * grid)
    density = orbital**2
    enclosed = cumulative_trapezoid(density, grid, initial=0)
    one = trapezoid(0.5 * slope**2 - Z * density / grid, grid)
    repulsion = 2 * trapezoid(density * enclosed / grid, grid)
    return 2 * one + repulsion


zeff_numeric = minimize_scalar(pair_energy, bounds=(1.5, 4), method="bounded",
                               options={"xatol": 1e-8}).x
zeff = Z - 5 / 16
assert abs(zeff_numeric - zeff) < 1e-3

alpha_one = 9 / (2 * zeff**4)
alpha_est = 2 * alpha_one
f1 = 1e-3 * zeff**3
shift_1s = (stark_levels(zeff, f1, zeff, 0)[0]
            - stark_levels(zeff, 0.0, zeff, 0)[0])
alpha_diag = -2 * shift_1s / f1**2
assert abs(alpha_diag / alpha_one - 1) < 1e-3


def shell_two_sum(field):
    return (stark_levels(1.0, field, 0.5, 0)[1:3].sum()
            + 2 * stark_levels(1.0, field, 0.5, 1)[0])


f2 = 1e-4
alpha_shell2 = -2 * (shell_two_sum(f2) - shell_two_sum(0.0)) / f2**2 / 4
assert abs(alpha_shell2 / 162 - 1) < 1e-3
shell_ratio = alpha_shell2 / 4.5

# --- lattice fields by explicit sums; lengths in units of d ---
d_ang, u_ang = 2.0, 0.1
d, u = d_ang / BOHR, u_ang / BOHR
half = 18
axis = np.arange(-half + 1, half + 1)
sites = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
charges = 1.0 - 2.0 * (sites.sum(axis=1) % 2)
keep = np.any(sites != 0, axis=1)
sites, charges = sites[keep].astype(float), charges[keep]
neighbour = np.where(np.all(sites == [0, 0, 1], axis=1))[0][0]


def field_at_cation(positions, q):
    dist = np.linalg.norm(positions, axis=1)
    return -(q[:, None] * positions / dist[:, None]**3).sum(axis=0)


field_perfect = field_at_cation(sites, charges)
q_vac = charges.copy()
q_vac[neighbour] = 0
field_vac_sum = field_at_cation(sites, q_vac)
moved = sites.copy()
moved[neighbour, 2] -= u / d
field_move_sum = field_at_cation(moved, charges)
field_vac = 1 / d**2
field_move = 1 / (d - u)**2 - 1 / d**2
assert np.linalg.norm(field_perfect) < 1e-3
assert np.allclose(field_vac_sum, [0, 0, -field_vac * d**2], atol=1e-3)
assert np.allclose(field_move_sum, [0, 0, field_move * d**2], atol=1e-3)

# --- Li+ core: frozen and relaxed energies in an outside potential ---
basis = [[0, [0.1 * 2.5**k, 1.0]] for k in range(12)]
basis += [[1, [0.15 * 2.3**k, 1.0]] for k in range(7)]
basis += [[2, [0.3 * 2.3**k, 1.0]] for k in range(5)]
mol = gto.M(atom="Li 0 0 0", basis={"Li": basis}, charge=1, spin=0, verbose=0)
h_free = scf.hf.get_hcore(mol)
z_matrix = mol.intor("int1e_r")[2]


def inverse_distance(position):
    with mol.with_rinv_origin((0.0, 0.0, position)):
        return mol.intor("int1e_rinv")


def solve_free(mf):
    mf.conv_tol = 1e-11
    energy = mf.kernel()
    assert mf.converged
    return energy, mf.make_rdm1()


def frozen_and_relaxed(mf, dm_free, potential):
    mf.get_hcore = lambda *args: h_free + potential
    frozen = mf.energy_tot(dm_free)
    relaxed = mf.kernel(dm0=dm_free)
    assert mf.converged
    return frozen, relaxed


def ccsd_energy(mf):
    solver = cc.CCSD(mf)
    solver.conv_tol = 1e-10
    solver.conv_tol_normt = 1e-7
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    return solver.e_tot


f_test = 0.02
hf = scf.RHF(mol)
e_free, dm_hf = solve_free(hf)
cc_free = ccsd_energy(hf)
frozen, relaxed = frozen_and_relaxed(hf, dm_hf, f_test * z_matrix)
assert abs(frozen - e_free) < 1e-8       # frozen core ignores the field
alpha_hf = -2 * (relaxed - frozen) / f_test**2
alpha_cc = -2 * (ccsd_energy(hf) - cc_free) / f_test**2

pbe = dft.RKS(mol)
pbe.xc = "PBE"
_, dm_pbe = solve_free(pbe)
frozen, relaxed = frozen_and_relaxed(pbe, dm_pbe, f_test * z_matrix)
alpha_pbe = -2 * (relaxed - frozen) / f_test**2
for reference in (alpha_hf, alpha_cc, alpha_pbe):
    assert abs(alpha_est / reference - 1) < 0.25

# same field strength, but uniform: the quadratic law must hold closely
frozen, relaxed = frozen_and_relaxed(hf, dm_hf, field_vac * z_matrix)
uniform_ratio = (relaxed - frozen) / (-alpha_hf * field_vac**2 / 2)
assert abs(uniform_ratio - 1) < 0.01

# actual point charges: a missing anion acts as an added charge +1
frozen, relaxed = frozen_and_relaxed(hf, dm_hf, -inverse_distance(d))
direct_vac = relaxed - frozen
frozen, relaxed = frozen_and_relaxed(
    hf, dm_hf, inverse_distance(d - u) - inverse_distance(d))
direct_move = relaxed - frozen
ratio_vac = direct_vac / (-alpha_hf * field_vac**2 / 2)
ratio_move = direct_move / (-alpha_hf * field_move**2 / 2)
assert 1 < ratio_vac < 1.10
assert 1 < ratio_move < 1.15

energy_vac = -alpha_est * field_vac**2 / 2
energy_move = -alpha_est * field_move**2 / 2
energy_move_linear = -2 * alpha_est * u**2 / d**6
assert abs(energy_vac / direct_vac - 1) < 0.25
assert abs(energy_move / direct_move - 1) < 0.30
# leading displacement law: relative error is of order 3u/d
assert abs(energy_move_linear / energy_move - 1) < 4 * u / d

A3 = BOHR**3
print(f"Nuclear charge of Li: {Z}")
print(f"Zeff from Z - 5/16: {zeff:.4f}")
print(f"Zeff from numerical minimum: {zeff_numeric:.4f}")
print(f"alpha per 1s electron, formula: {alpha_one * A3:.5f} A^3")
print(f"alpha per 1s electron, diagonalization: {alpha_diag * A3:.5f} A^3")
print(f"alpha of 1s^2 core, estimate: {alpha_est * A3:.5f} A^3")
print(f"alpha of 1s^2 core, estimate: {alpha_est:.4f} a0^3")
print(f"alpha if Zeff = Z: {9 / Z**4 * A3:.5f} A^3")
print(f"alpha if Zeff = Z - 1: {9 / (Z - 1)**4 * A3:.5f} A^3")
print(f"n=2 shell, alpha*Z^4 per electron: {alpha_shell2:.2f} a.u.")
print(f"n=2 to 1s ratio per electron, same Z: {shell_ratio:.2f}")
print(f"alpha Li+, Hartree-Fock: {alpha_hf * A3:.5f} A^3")
print(f"alpha Li+, PBE: {alpha_pbe * A3:.5f} A^3")
print(f"alpha Li+, CCSD: {alpha_cc * A3:.5f} A^3")
print(f"estimate / Hartree-Fock alpha: {alpha_est / alpha_hf:.3f}")
print(f"estimate / PBE alpha: {alpha_est / alpha_pbe:.3f}")
print(f"estimate / CCSD alpha: {alpha_est / alpha_cc:.3f}")
print(f"Zeff that reproduces HF alpha: {(9 / alpha_hf)**0.25:.4f}")
print(f"Cation-anion distance d: {d_ang:.2f} A")
print(f"Anion displacement u: {u_ang:.2f} A")
print(f"Ions in the lattice sum: {len(charges)}")
residual_field = np.linalg.norm(field_perfect) * field_vac * FIELD_UNIT
print(f"Perfect site, field from finite sum: {residual_field:.1e} V/A")
print(f"Missing anion, field: {field_vac * FIELD_UNIT:.4f} V/A")
print(f"Displaced anion, field: {field_move * FIELD_UNIT:.4f} V/A")
print(f"Missing anion, estimated energy: {energy_vac * HARTREE:.5f} eV")
print(f"Missing anion, estimated energy: {energy_vac:.3e} hartree")
print(f"Missing anion, direct HF energy: {direct_vac * HARTREE:.5f} eV")
print(f"Displaced anion, estimated energy: {energy_move * HARTREE:.3e} eV")
print(f"Displaced anion, estimated energy: {energy_move:.3e} hartree")
print(f"Displaced anion, small-u law: {energy_move_linear * HARTREE:.3e} eV")
print(f"Displaced anion, direct HF energy: {direct_move * HARTREE:.3e} eV")
print(f"Missing anion, estimate / direct: {energy_vac / direct_vac:.3f}")
print(f"Displaced anion, estimate / direct: {energy_move / direct_move:.3f}")
print(f"Uniform field, direct / quadratic law (HF): {uniform_ratio:.4f}")
print(f"Missing anion, direct / quadratic law (HF): {ratio_vac:.4f}")
print(f"Displaced anion, direct / quadratic law (HF): {ratio_move:.4f}")
print("success")
```

Output:

```
Nuclear charge of Li: 3
Zeff from Z - 5/16: 2.6875
Zeff from numerical minimum: 2.6874
alpha per 1s electron, formula: 0.01278 A^3
alpha per 1s electron, diagonalization: 0.01278 A^3
alpha of 1s^2 core, estimate: 0.02557 A^3
alpha of 1s^2 core, estimate: 0.1725 a0^3
alpha if Zeff = Z: 0.01646 A^3
alpha if Zeff = Z - 1: 0.08335 A^3
n=2 shell, alpha*Z^4 per electron: 162.00 a.u.
n=2 to 1s ratio per electron, same Z: 36.00
alpha Li+, Hartree-Fock: 0.02808 A^3
alpha Li+, PBE: 0.03082 A^3
alpha Li+, CCSD: 0.02851 A^3
estimate / Hartree-Fock alpha: 0.910
estimate / PBE alpha: 0.830
estimate / CCSD alpha: 0.897
Zeff that reproduces HF alpha: 2.6252
Cation-anion distance d: 2.00 A
Anion displacement u: 0.10 A
Ions in the lattice sum: 46655
Perfect site, field from finite sum: 4.8e-06 V/A
Missing anion, field: 3.5999 V/A
Displaced anion, field: 0.3889 V/A
Missing anion, estimated energy: -0.01150 eV
Missing anion, estimated energy: -4.228e-04 hartree
Missing anion, direct HF energy: -0.01333 eV
Displaced anion, estimated energy: -1.343e-04 eV
Displaced anion, estimated energy: -4.934e-06 hartree
Displaced anion, small-u law: -1.150e-04 eV
Displaced anion, direct HF energy: -1.614e-04 eV
Missing anion, estimate / direct: 0.863
Displaced anion, estimate / direct: 0.832
Uniform field, direct / quadratic law (HF): 1.0005
Missing anion, direct / quadratic law (HF): 1.0548
Displaced anion, direct / quadratic law (HF): 1.0943
success
```
